# Sampling phonon free paths in a fin, with an honest variance

## Two ways to get a wrong answer

A phonon path sampler for a thin fin is short enough to write in an afternoon, and it can go wrong without any visible sign. For the fin treated below, drawing directions isotropically and counting how many flights end before a wall gives a conductivity ratio of 0.171. The correct ratio is 0.218. More samples do not help, because the wrong quantity is being averaged.

The second fault lies in the error bar. Finding the distance from a point to the walls is costly, so it is tempting to draw many free flights for each ray. If 16 flights per ray are then treated as independent samples, the estimated variance in this fin is too small by a factor of about 3.3, and the error bar by about 1.8.

Both faults are cured by knowing which probability is being sampled and which random objects are independent.

## Two rays by hand

Take a fin with a square cross-section, $-1\le x,y\le1$ in arbitrary length units, and its axis along $z$. A ray consists of a point in the cross-section and a direction in which we look back along a phonon's path. Let $\theta$ be the angle between that direction and the axis, and $\mu=\cos\theta$. If the wall is a distance $s$ away in the projection on the cross-section, the distance in space is

$$d=\frac{s}{\sin\theta}=\frac{s}{\sqrt{1-\mu^2}} .$$

The first ray starts at $(0,0)$ and points towards $+x$ in projection, with $\mu=4/5$. Then $s=1$, $\sin\theta=3/5$ and $d=5/3$. Suppose two free flights drawn for it are $1/2$ and $1$. Both are shorter than $d$, so each scores 1.

The second ray starts at $(3/4,0)$, also points towards $+x$, and has $\mu=3/5$. Now $s=1/4$, $\sin\theta=4/5$ and $d=5/16$. Its flights are $1/2$ and $2$. Both would cross the wall, so each scores 0.

The estimated conductivity ratio is the mean score, $(1+1+0+0)/4=1/2$. For its variance, use the two ray means, 1 and 0. Their sample variance is

$$\frac{(1-\frac12)^2+(0-\frac12)^2}{2-1}=\frac12 ,$$

and the estimated variance of the mean of two rays is half of this, $1/4$. Treating the four scores as independent gives a sample variance $4\times\frac14/3=1/3$, and a variance of the mean of $1/12$. The flights on one ray share the same $d$, so they tend to agree, and the second calculation counts this agreement as new evidence.

Two questions remain: why the mean score is a conductivity ratio, and from which distributions the rays and flights must be drawn.

## Why a score is a conductivity

Let the fin be straight and infinitely long, with a small uniform temperature gradient $T'$ along $z$. Phonons are treated as particles obeying the linearized Boltzmann equation with isotropic, energy-conserving relaxation. All walls are adiabatic and fully diffuse. The bulk scattering rates are kept, and interference and confined modes are neglected.

For a mode with speed $v$, lifetime $\tau$ and mean free path $\Lambda=v\tau$, write the occupation as $f=f_0(T(z))+g$, where $g$ does not depend on $z$. To first order in $T'$, along the unit direction $\boldsymbol\Omega$,

$$v\,\boldsymbol\Omega\cdot\nabla g+v\mu T'\frac{\partial f_0}{\partial T}=-\frac g\tau .$$

Without walls $\nabla g=0$, so $g_b=-\Lambda\mu T'\,\partial f_0/\partial T$. Multiplying the equation by $\tau$ and using this value gives

$$\Lambda\,\boldsymbol\Omega\cdot\nabla g=g_b-g .$$

Suppose that phonons leave a wall with $g=0$. Integrating forward from the wall over the distance $d$ then gives

$$g=g_b\left(1-e^{-d/\Lambda}\right).$$

This solution must be consistent with what was assumed. The distance $d$ is the same for $\mu$ and $-\mu$, while $g_b$ changes sign, so $g$ is odd in $\mu$. The deviations arriving at a wall therefore carry no net energy, and a diffuse adiabatic wall re-emits the local equilibrium, with $g=0$. The same oddness removes any change of the local energy balance in the interior, so $T(z)$ is the correct local temperature. This holds for each mode separately, and collisions that exchange energy between modes do not spoil it.

A mode of frequency $\omega$ contributes to the axial heat flux in proportion to $\hbar\omega\,v\mu g$. Since $g$ contains the factor $\partial f_0/\partial T$, and $C=\hbar\omega\,\partial f_0/\partial T$ is the heat capacity of the mode, this is proportional to $Cv\Lambda\mu^2(1-e^{-d/\Lambda})$. In the bulk the isotropic average of $\mu^2$ is $1/3$. Dividing by the bulk value gives, for one mean free path,

$$S(\Lambda)=\frac1A\int dA\int d\Omega\,\frac{3\mu^2}{4\pi}\left(1-e^{-d/\Lambda}\right),$$

where $A$ is the area of the cross-section. The factor $3\mu^2/(4\pi)$ integrates to one over the sphere, so it is a probability density for directions. With several modes, each $\Lambda$ has the weight $Cv\Lambda$ of its share in the bulk conductivity.

Finally, an exponential flight $\ell$ of mean $\Lambda$ satisfies

$$\mathrm{Prob}(\ell<d)=\int_0^d\frac{e^{-\ell/\Lambda}}{\Lambda}\,d\ell=1-e^{-d/\Lambda}.$$

With all variables drawn from these distributions,

$$\boxed{\frac{\kappa_{\rm fin}}{\kappa_{\rm bulk}}=S=\mathrm{Prob}(\ell<d)} .$$

The flight looks back in time: a success means that the phonon's last event was an intrinsic collision and not a wall.

## The general algorithm

Fix the number of rays $N$ and the number of flights per ray $K$ before the run. For each ray:

1. Draw points uniformly in a rectangle around the polygon until one falls inside. It is uniform in the polygon.
2. Draw the azimuth uniformly. The density of $\mu$ on $[-1,1]$ is $3\mu^2/2$, with cumulative probability $(\mu^3+1)/2$. Setting this equal to a uniform number $U$ gives $\mu=(2U-1)^{1/3}$, the real cube root, which is negative for $U<1/2$. Use a cube-root function, since a floating-point power fails on a negative base.
3. Find the first wall, and from it $d$.
4. Draw $K$ independent pairs: a mean free path from the conductivity-weighted spectrum, then an exponential flight with that mean.
5. Store the ray mean $m_i$, the fraction of flights shorter than $d$.

For step 3, let $\mathbf r$ be the point, $\mathbf u$ the unit direction in the plane, $\mathbf a$ the start of an edge and $\mathbf e$ its edge vector. The crossing obeys $\mathbf r+s\mathbf u=\mathbf a+f\mathbf e$, or $s\mathbf u-f\mathbf e=\mathbf a-\mathbf r$. Taking the planar cross product with $\mathbf e$, and then with $\mathbf u$, isolates each unknown:

$$s=\frac{(\mathbf a-\mathbf r)\times\mathbf e}{\mathbf u\times\mathbf e},\qquad f=\frac{(\mathbf a-\mathbf r)\times\mathbf u}{\mathbf u\times\mathbf e}.$$

A crossing counts if $s>0$ and $0\le f\le1$, and the smallest such $s$ is kept. This rule also serves cross-sections that are not convex, where a line may leave the fin and enter it again.

The results are

$$\hat S=\frac1N\sum_i m_i,\qquad \hat V=\frac1{N(N-1)}\sum_i(m_i-\hat S)^2 .$$

One may instead draw isotropic directions and give each score the weight $3\mu^2$. Leaving the weight out lowers the answer: at fixed $s$, both $\mu^2$ and the success probability grow with $|\mu|$, so they are positively correlated, and the weighted mean is the larger one.

## Why the variance estimate is unbiased

The ray means are independent, with mean $S$ and a common variance $\sigma^2$. Expanding about the true mean,

$$\sum_i(m_i-\hat S)^2=\sum_i(m_i-S)^2-N(\hat S-S)^2 .$$

The expectation of the right side is $N\sigma^2-N(\sigma^2/N)=(N-1)\sigma^2$. Hence $\hat V$ has expectation $\sigma^2/N$, which is the variance of $\hat S$. Nothing was assumed about the flights within a ray.

To see what $\sigma^2$ contains, let $G$ be the success probability for a given ray, averaged over the spectrum. Given the ray, the $K$ scores are independent, each with variance $G(1-G)$. Adding the variance of the conditional mean to the mean of the conditional variance gives

$$V=\frac1N\left(B+\frac WK\right),\quad B=\mathrm{Var}\,G,\quad W=E[G(1-G)] .$$

More flights reduce $W/K$ but leave $B$ untouched. For $K=1$ the sum is $B+W=S-S^2$, as it must be for a score of 0 or 1.

Now pool all $n=NK$ scores $y_j$. The same expansion gives

$$E\sum_j(y_j-\hat S)^2=nS(1-S)-nV .$$

Dividing by $n(n-1)$, as the naive formula does, yields

$$E[\hat V_{\rm naive}]=\frac{S(1-S)-V}{NK-1}.$$

For many rays this is close to $(B+W)/(NK)$, which is below $V$ whenever $K>1$ and $B>0$.

Both components can be estimated from the run itself. For one ray,

$$E[m(1-m)]=G-G^2-\frac{G(1-G)}K=\frac{K-1}{K}\,G(1-G),$$

so the average of $Km_i(1-m_i)/(K-1)$ is an unbiased $\hat W$. The sample variance of the ray means minus $\hat W/K$ is an unbiased $\hat B$, though in a small run it may come out negative.

Unbiased does not mean reliable for few rays. If all scores happen to be zero, $\hat V=0$ although the true variance is not. The proof also needs $N$ fixed in advance; stopping when $\hat V$ looks small favours low values. If the number of flights on a ray depends on their outcomes, $\hat V$ still measures the scatter of $\hat S$, but $\hat S$ itself can be biased. And $\sqrt{\hat V}$ is on average somewhat below the true standard error, since the square root is concave.

## How many flights per ray

Let a ray cost as much as $c$ flight draws. A budget $Q$, in flight draws, buys $N=Q/(c+K)$ rays, and

$$V=\frac{(B+W/K)(c+K)}Q=\frac1Q\left(Bc+W+BK+\frac{Wc}K\right).$$

Setting the derivative with respect to $K$ to zero gives $B=Wc/K^2$, so

$$K_{\rm best}=\sqrt{cW/B}.$$

If this is below 1, one flight per ray is best.

## Scores with less noise

The score of 0 or 1 discards information. Put $x=d/\Lambda$. The shortened path $\min(\ell,d)/\Lambda$ has the same mean, because

$$E[\min(\ell,d)]=\int_0^d\mathrm{Prob}(\ell>t)\,dt=\Lambda(1-e^{-x}).$$

Its second moment is $\Lambda^{-2}\int_0^d2t\,e^{-t/\Lambda}dt=2[1-(1+x)e^{-x}]$, against $1-e^{-x}$ for the indicator. These are equal when $e^x=1+2x$, at $x=1.256$. For shorter wall distances the shortened path is less noisy; for longer ones the indicator is.

Averaging over the flight gives the score $1-e^{-x}$. Since a variance is the variance of a conditional mean plus a non-negative term, this score cannot be noisier than either of the others. If the spectrum can be averaged too, the score becomes $G$ and $W$ disappears.

For the spectrum, take Debye modes of constant speed at high temperature. The density of modes grows as $\omega^2$, each mode has the same heat capacity, and the scattering rate is taken proportional to $\omega^2$. The weight $Cv\Lambda$ is then uniform in $w=\omega/\omega_D$, with

$$\Lambda=\Lambda_D/w^2,\qquad 0<w<1 .$$

The weighted mean of $\Lambda$ is infinite, since $\int dw/w^2$ diverges at $w=0$. The scores stay harmless: the indicator lies between 0 and 1. With $\xi=d/\Lambda_D$ and $t=\sqrt\xi\,w$,

$$G=\int_0^1\left(1-e^{-\xi w^2}\right)dw=1-\frac{\sqrt\pi}2\,\frac{\mathrm{erf}\sqrt\xi}{\sqrt\xi}.$$

For a tabulated spectrum without such a formula, random flights or a sum over the modes take its place.

## A fin with a foot

The model fin has a foot 30 nm wide and 10 nm high. On it stands a stem 40 nm high that tapers from 12 to 8 nm. Its area is $30\times10+40\times(12+8)/2=700$ nm², and its perimeter is $P=156.1$ nm. The chosen parameters are $\Lambda_D=20$ nm and $\kappa_{\rm bulk}=100$ W/(m K). The bottom of the foot is also a diffuse adiabatic wall.

With 400,000 rays and one flight each, $\hat S=0.2190$ with standard error 0.0007. Hence $\kappa_{\rm fin}=100\times0.2190=21.9$ W/(m K), with a statistical error of 0.07 W/(m K). This error says nothing about the model or the bulk value. For example, equal mode heat capacities require a temperature well above the Debye temperature $\theta_D$. With quantum heat capacities and the same free paths, $S$ falls to 0.2145 at $T=\theta_D$ and to 0.201 at $\theta_D/T=2.15$.

The scores differ in the number of rays needed for a standard error of 1% of $S$, which is the single-ray variance divided by $(0.01S)^2$. The variances are sample values from this run and are uncertain in the last digit:

| Score | Variance | Rays for 1% |
|---|---|---|
| Indicator | 0.171 | 36,000 |
| Shortened path | 0.106 | 22,000 |
| Flight average | 0.061 | 13,000 |
| Spectral average | 0.026 | 5,400 |

Isotropic directions with the weight $3\mu^2$ give a compatible mean, but the indicator then has variance 0.400, which is 2.3 times as large.

Two other routes test the answer. The first divides the cross-section into parallel chords. On a chord of length $L$, with $\lambda=\Lambda\sin\theta$, the position integral is

$$\int_0^L(1-e^{-t/\lambda})\,dt=L-\lambda(1-e^{-L/\lambda}).$$

Integrating over chords, angles and modes without random numbers gives $S=0.2184$. The second follows energy packets through collisions that change their mode and through diffuse wall reflections, and reads $S$ from their spreading along the axis. It gives $0.219\pm0.002$, and it does not presuppose the solution for $g$.

For the variance, 20,000 separate runs were made with $N=10$ and $K=16$. With $B=0.02572$ and $W=0.14515$, the predicted variance is

$$V=\frac{0.02572+0.14515/16}{10}=3.48\times10^{-3}.$$

The run means scattered with variance $3.43\times10^{-3}$, and the average of $\hat V$ was $3.48\times10^{-3}$. Replacing $N-1$ by $N$ lowers that average to $3.13\times10^{-3}$, by one tenth as expected for ten rays. The naive estimate averaged $1.05\times10^{-3}$, the value its formula predicts. This is the factor of 3.3 quoted at the start.

If a ray costs as much as 20 flights, $K_{\rm best}=\sqrt{20\times0.14515/0.02572}=10.6$, and the best integer is 11. At equal cost, the variance formula then gives about one third of the variance obtained with $K=1$.

## Thin and thick fins

For a single mean free path much longer than the wall distances that matter, $1-e^{-d/\Lambda}\to d/\Lambda$. In $\theta$, folded to $0<\theta<\pi/2$, the direction density is $3\cos^2\theta\sin\theta$. Therefore

$$\Lambda S\to\langle s\rangle\int_0^{\pi/2}\frac{3\cos^2\theta\sin\theta}{\sin\theta}\,d\theta=\frac{3\pi}4\langle s\rangle .$$

Here $\langle s\rangle=9.91$ nm, so the effective mean free path tends to 23.3 nm, set by the shape and size of the cross-section alone. The approach is slow, because rays close to the axis have $d\gg s$: $\Lambda S$ is 17.4 nm at $\Lambda=100$ nm, 22.2 nm at 1 µm and 23.2 nm at 10 µm.

In the opposite limit the loss $1-S=E[e^{-d/\Lambda}]$ comes from a layer near the walls. At depth $y$ below a flat wall, a phonon moving inward with direction cosine $\nu$ to the normal has $d=y/\nu$, and the depth integral of $e^{-y/(\nu\Lambda)}$ is $\nu\Lambda$. Averaged over the azimuth about the normal, $\mu^2$ becomes $(1-\nu^2)/2$. Hence

$$1-S\to\frac{P\Lambda}A\,\frac3{4\pi}\,2\pi\int_0^1\nu\,\frac{1-\nu^2}2\,d\nu=\frac{3P\Lambda}{16A}.$$

Corners correct this at relative order $\Lambda$ over the wall length.

The spectrum behaves differently, because some modes have $\Lambda>d$ however thick the fin is. From $G$,

$$1-S=\frac{\sqrt\pi}2E\left[\frac{1-\mathrm{erfc}\sqrt\xi}{\sqrt\xi}\right].$$

The first part is $\frac{\sqrt\pi}2\sqrt{\Lambda_D}\,E[d^{-1/2}]$. The second is confined to the wall layer, where $dy=\nu\Lambda_D\,d\xi$. With $\xi=t^2$ its depth integral is

$$-\nu\Lambda_D\sqrt\pi\int_0^\infty\mathrm{erfc}(t)\,dt=-\nu\Lambda_D,$$

since the integral of erfc is $1/\sqrt\pi$. The angular average is the one just done, so

$$1-S\simeq\frac{\sqrt\pi}2\sqrt{\Lambda_D}\,E[d^{-1/2}]-\frac{3P\Lambda_D}{16A}.$$

Multiplying every length in the cross-section by $a$ divides the first term by $\sqrt a$ and the second by $a$. For the original fin the law gives a loss of 0.67 against the true 0.78, so it is not yet usable. At $a=10$ it gives 0.393 against 0.394. The conductivity is then 61 W/(m K), and it rises to 86 at $a=100$ and 95 at $a=1000$. Even with a foot 30 µm wide, this model loses nearly 5% of the bulk value. A single mean free path of 20 nm would lose less than 0.1% there.

This slow recovery rests on two assumptions: the rate $\propto\omega^2$ continues down to zero frequency, and the walls scatter even the longest waves diffusely. A wall of given roughness reflects long waves more specularly, so a real thick fin can lose less than this model says. Any further scattering that limits the longest free paths would also end the slow recovery once the fin is much thicker than that limit.

## Where the method stops

If walls reflect part of the phonons specularly, $g$ does not vanish on leaving them, and the look-back path must continue through the reflection. If the foot is open to a substrate, phonons can enter there with $g\ne0$. In a fin so short that its ends matter, $g$ depends on $z$. Collisions that conserve crystal momentum are not described by isotropic relaxation. In each case $\hat V$ still measures the sampling noise correctly, but around the answer to a different problem. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Cross-section area: 700.0 nm^2; perimeter: 156.10 nm
Mean free path at cutoff: 20.0 nm
Bulk conductivity: 100.0 W/(m K)
Rays in main run: 400000
Area from chords: 700.002 nm^2
S from chord integration: 0.21838 (dimensionless)
indicator: S = 0.21899, std. error 0.00065, variance 0.17103, rays for 1% error 35665
shortened path: S = 0.21810, std. error 0.00051, variance 0.10572, rays for 1% error 22225
flight average: S = 0.21860, std. error 0.00039, variance 0.06146, rays for 1% error 12862
spectral average: S = 0.21868, std. error 0.00025, variance 0.02572, rays for 1% error 5377
Fin conductivity, indicator: 21.899 +/- 0.065 W/(m K)
Fin conductivity, spectral average: 21.868 +/- 0.025 W/(m K)
Equal-variance point d/mfp: 1.2564
Isotropic, weighted: S = 0.21868 +/- 0.00100, variance 0.39983
Isotropic, weight omitted (wrong): 0.17141 +/- 0.00060
Replicated runs: 20000; rays per run: 10; flights per ray: 16
Observed variance of run means: 3.4306e-03
Mean ray-based variance estimate: 3.4759e-03
Predicted variance of run mean: 3.4787e-03
Mean estimate with divisor N: 3.1283e-03
Mean naive pooled estimate: 1.0494e-03
Predicted naive estimate: 1.0516e-03
Observed / naive variance: 3.269
Between-ray variance B: 0.02572; estimated 0.02568
Within-ray variance W: 0.14515; estimated 0.14462
Ray cost / flight cost: 20; best K: 10.62; integer search: 11
Mean in-plane wall distance: 9.9070 nm
Thin-limit length: 23.3429 nm; numerical 23.3203 nm
Thick gray fin, mfp 0.1 nm: 1-S = 0.004177; law 0.004181
Mean of d^(-1/2): 0.38029 nm^(-1/2)
Fin enlarged x1: kappa = 21.838 W/(m K); 1-S = 0.78162; thick law 0.67096
Fin enlarged x10: kappa = 60.630 W/(m K); 1-S = 0.39370; thick law 0.39300
Fin enlarged x100: kappa = 85.764 W/(m K); 1-S = 0.14236; thick law 0.14236
Fin enlarged x1000: kappa = 95.317 W/(m K); 1-S = 0.04683; thick law 0.04683
Packets: 40000; path window: 200 to 800 nm
S from packet spreading: 0.21868 +/- 0.00202
```
